# First Born phase shift of an ultrasoft pseudopotential with one projector

## Problem

An ultrasoft pseudopotential differs from an ordinary nonlocal one in that an overlap operator stands on the right of the wave equation. Consider one angular-momentum channel \(l\) with a single projector and no local potential. In Hartree atomic units,

\[
\bigl(T+|\beta\rangle D\langle\beta|\bigr)\psi=\varepsilon\,\bigl(1+|\beta\rangle q\langle\beta|\bigr)\psi ,\qquad \varepsilon=\frac{k^2}{2}>0 .
\]

Here \(T=-\tfrac12\nabla^2\), and the projector is \(\beta(r)Y_{lm}\) with \(\beta(r)\) real, short-ranged and normalized, \(\int_0^\infty r^2\beta^2\,dr=1\). Then \(D\) is an energy and \(q\) a pure number. Assume \(q>-1\).

The phase shift \(\delta\) is defined by the radial function far from the centre,

\[
\psi_l(r)\to j_l(kr)-\tan\delta\; n_l(kr),
\]

with the sign convention \(n_0(x)=-\cos x/x\).

(a) Derive \(\tan\delta\) to first order in \(D\) and \(q\) at fixed energy, for any \(l\).

(b) Find the factor that separates this first Born result from the full one.

(c) Evaluate the Born result for the s projector \(\beta(r)=Ne^{-ar}\).

(d) Evaluate the factor of part (b) for the same projector. Discuss low energy, high energy, and the energy at which the phase shift vanishes.

(e) Take \(a=2\) bohr\(^{-1}\), \(D=0.04\) hartree and \(q=0.1\). Find the phase shift at \(k=0.5\) bohr\(^{-1}\) and judge the Born approximation there and at other \(k\).

## Solution

### (a) The Born phase shift

**An energy-dependent strength.** Moving the overlap term to the left gives

\[
(T-\varepsilon)\psi=-\lambda\,|\beta\rangle\langle\beta|\psi\rangle,\qquad \lambda(\varepsilon)=D-\varepsilon q .
\]

At a fixed energy the ultrasoft problem is therefore that of an ordinary separable potential of strength \(\lambda\). The overlap enters through the dependence of \(\lambda\) on energy.

The condition \(q>-1\) keeps the overlap operator positive. Acting on the normalized projector it gives \(1+q\), and on any function orthogonal to the projector it gives 1.

**The radial equation.** Write \(u=r\psi_l\) and \(b=r\beta\). The projection becomes

\[
c\equiv\langle\beta|\psi\rangle=\int_0^\infty r^2\beta\,\psi_l\,dr=\int_0^\infty b\,u\,dr .
\]

The kinetic energy acts on \(u\) as \(-\tfrac12u''+\frac{l(l+1)}{2r^2}u\). Multiplying the radial equation by \(-2\) gives

\[
u''+\Bigl[k^2-\frac{l(l+1)}{r^2}\Bigr]u=2\lambda c\,b .
\]

**Comparison with the free wave.** The function \(v=r\,j_l(kr)\) satisfies the same equation with zero on the right. Multiply the equation for \(u\) by \(v\), the equation for \(v\) by \(u\), and subtract. The bracketed terms cancel. Since \(vu''-uv''=(vu'-uv')'\), integration gives

\[
\bigl[vu'-uv'\bigr]_0^\infty=2\lambda c\int_0^\infty v\,b\,dr=2\lambda c\,B_l(k),
\]

where the Bessel transform of the projector has appeared:

\[
B_l(k)=\int_0^\infty r^2 j_l(kr)\,\beta(r)\,dr .
\]

At the origin both \(u\) and \(v\) vanish, with finite derivatives, so the lower limit contributes nothing. At large \(r\), \(u=v-\tan\delta\,g\) with \(g=r\,n_l(kr)\), and the part of \(u\) proportional to \(v\) drops out:

\[
vu'-uv'\to-\tan\delta\,(vg'-gv') .
\]

The combination \(vg'-gv'\) is independent of \(r\), because \(v\) and \(g\) obey the same free equation. It can be evaluated at large \(r\), where \(v\to\sin\theta/k\) and \(g\to-\cos\theta/k\) with \(\theta=kr-l\pi/2\):

\[
vg'-gv'=\frac{\sin\theta}{k}\,\sin\theta+\frac{\cos\theta}{k}\,\cos\theta=\frac1k .
\]

Hence \(-\tan\delta/k=2\lambda cB_l\), or

\[
\tan\delta=-2k\lambda\,B_l(k)\,c . \tag{1}
\]

No approximation has been made so far. The unknown is \(c\), which contains the true wave.

**The approximation.** The right side of (1) already carries one factor \(\lambda\). To first order, \(c\) may be computed with the free wave, \(u\approx v\), which gives \(c\approx B_l(k)\). Therefore

\[
\boxed{\;\tan\delta_{\rm B}=-2k\,(D-\varepsilon q)\,B_l(k)^2\;} \tag{2}
\]

One factor \(B_l\) comes from the comparison with the free wave, the other from the projection of the incoming wave on \(\beta\). The prefactor \(-2k\) is not squared. A positive \(\lambda\) is a repulsion and gives a negative phase shift: the wave is pushed outward.

If a short-ranged local potential \(V(r)\) were present, the radial equation would have the extra source \(2Vu\). The same steps would add \(-2k\int_0^\infty r^2j_l(kr)^2V\,dr\) to (2). This helps if \(V\) is itself weak; otherwise the free wave is a poor starting point.

### (b) The factor between Born and full result

Let \(w\) be the solution, vanishing at the origin, of

\[
w''+\Bigl[k^2-\frac{l(l+1)}{r^2}\Bigr]w=-2b,
\]

whose tail contains \(r\,n_l(kr)\) and no \(r\,j_l(kr)\). Provided the factor \(1+\lambda J\) defined below does not vanish, it supplies the full wave. Any unwanted \(r\,j_l\) in \(w\) can be removed by adding a multiple of \(v\), which leaves the equation unchanged. The full wave is then

\[
u=v-\lambda c\,w .
\]

It has the source \(2\lambda c\,b\) and the coefficient 1 in front of \(r\,j_l\), as required. Multiplying by \(b\) and integrating gives

\[
c=B_l-\lambda c\,J,\qquad J(k)=\int_0^\infty b\,w\,dr ,
\]

so \(c=B_l/(1+\lambda J)\). Equation (1) becomes

\[
\tan\delta=\frac{\tan\delta_{\rm B}}{1+\lambda J},\qquad \frac{\tan\delta_{\rm B}}{\tan\delta}=1+\lambda J . \tag{3}
\]

The second form holds when \(\tan\delta\neq0\). In operator language \(J\) is the principal-value matrix element \(\langle\beta|(T-\varepsilon)^{-1}|\beta\rangle\). The number \(\lambda J\) is the error of the Born value relative to the full value, and (2) requires \(|\lambda J|\ll1\). If \(1+\lambda J\) passes through zero while \(\lambda B_l\neq0\), the full phase passes through an odd multiple of \(\pi/2\). The Born formula misses this, since its tangent stays finite.

### (c) The exponential s projector

Normalization fixes \(N\):

\[
1=N^2\int_0^\infty r^2e^{-2ar}\,dr=N^2\,\frac{2}{(2a)^3}=\frac{N^2}{4a^3}
\quad\Rightarrow\quad N=2a^{3/2}.
\]

An exponential has no sharp cutoff radius, but it decays fast enough for the asymptotic form of the wave, and all integrals above, to exist.

Let \(s=a^2+k^2\). The integrals needed here and in part (d) follow from

\[
\int_0^\infty r\,e^{-(a-ik)r}\,dr=\frac{1}{(a-ik)^2}=\frac{(a+ik)^2}{s^2}=\frac{a^2-k^2+2iak}{s^2}.
\]

With \(j_0(kr)=\sin(kr)/(kr)\), the imaginary part gives

\[
B_0(k)=\frac Nk\int_0^\infty r\sin(kr)\,e^{-ar}\,dr=\frac Nk\,\frac{2ak}{s^2}=\frac{2aN}{(a^2+k^2)^2}.
\]

Its square is \(4a^2\cdot4a^3/s^4=16a^5/s^4\). Inserting this in (2) gives

\[
\boxed{\;\tan\delta_{\rm B}=-\frac{32\,a^5k\,\bigl(D-\tfrac12k^2q\bigr)}{(a^2+k^2)^4}\;} \tag{4}
\]

### (d) The correction and the limits

For \(l=0\) the equation for \(w\) is \(w''+k^2w=-2Nr\,e^{-ar}\). Try

\[
w=(Ar+C)e^{-ar}+E\cos kr .
\]

The cosine solves the free equation. The other part has second derivative \([a^2(Ar+C)-2aA]e^{-ar}\). Comparing the terms with and without a factor \(r\) gives

\[
sA=-2N,\qquad sC-2aA=0
\quad\Rightarrow\quad A=-\frac{2N}{s},\qquad C=-\frac{4aN}{s^2}.
\]

The condition \(w(0)=0\) gives \(E=-C=4aN/s^2\). The tail is a pure cosine, as demanded, because \(r\,n_0(kr)=-\cos(kr)/k\).

Now integrate \(w\) against \(b=Nr\,e^{-ar}\). The integrals are \(\int r^2e^{-2ar}dr=1/(4a^3)\), \(\int r\,e^{-2ar}dr=1/(4a^2)\), and the real part of the complex integral above:

\[
J=N\Bigl[\frac{A}{4a^3}+\frac{C}{4a^2}+E\,\frac{a^2-k^2}{s^2}\Bigr]
=N^2\Bigl[-\frac{1}{2a^3s}-\frac{1}{as^2}+\frac{4a(a^2-k^2)}{s^4}\Bigr].
\]

With \(N^2=4a^3\),

\[
J(k)=-\frac2s-\frac{4a^2}{s^2}+\frac{16a^4(a^2-k^2)}{s^4}. \tag{5}
\]

**Low energy.** As \(k\to0\), \(s\to a^2\) and \(\lambda\to D\). The scattering length is \(-\lim_{k\to0}\tan\delta/k\), so (4) gives

\[
a_{\rm B}=\frac{32a^5D}{a^8}=\frac{32D}{a^3}.
\]

From (5), \(J(0)=(-2-4+16)/a^2=10/a^2\), and the full scattering length is

\[
a_{\rm full}=\frac{32D/a^3}{1+10D/a^2}.
\]

The overlap strength \(q\) drops out of both, because it is multiplied by the energy. The Born value is good here if \(10|D|/a^2\ll1\).

**Vanishing phase shift.** If \(D/q>0\), then \(\lambda=0\) at \(\varepsilon=D/q\). The source in the radial equation then vanishes, so the free wave solves the full problem, not merely its first-order version. For positive \(D\) and \(q\), the projector repels below this energy and attracts above it.

**High energy.** For \(k\gg a\) and \(\varepsilon\gg|D/q|\) with \(q\neq0\), \(\lambda\approx-k^2q/2\) and

\[
\tan\delta_{\rm B}\approx\frac{16a^5q}{k^5}.
\]

Without the overlap term the result would be \(-32a^5D/k^7\), which decays faster by two powers of \(k\). The correction has an unusual limit. The first term of (5) dominates, \(J\approx-2/k^2\), and so

\[
\lambda J\to\Bigl(-\frac{k^2q}{2}\Bigr)\Bigl(-\frac{2}{k^2}\Bigr)=q .
\]

The phase shift tends to zero, but the relative error of the Born value tends to \(q\) and not to zero. The growth of the strength with energy compensates the decrease of \(J\). In the high-energy limit the Born formula thus requires \(|q|\ll1\), whatever the value of \(D\). The value of \(D\) decides how high the energy must be: with \(J\approx-2/k^2=-1/\varepsilon\) and the full \(\lambda=D-\varepsilon q\), one finds \(\lambda J\approx q-D/\varepsilon\) for \(k\gg a\), so \(\varepsilon\gg|D|\) is needed as well.

### (e) Numbers

**The point \(k=0.5\) bohr\(^{-1}\).** The energy is \(\varepsilon=0.125\) hartree, and

\[
\lambda=0.04-0.125\times0.1=0.0275\ \text{hartree}.
\]

With \(N=2\times2^{3/2}=5.6569\) bohr\(^{-3/2}\) and \(s=4+0.25=4.25\) bohr\(^{-2}\),

\[
B_0=\frac{2\times2\times5.6569}{4.25^2}=1.2527\ \text{bohr}^{3/2},\qquad B_0^2=1.5693\ \text{bohr}^3 .
\]

Equation (2) gives

\[
\tan\delta_{\rm B}=-2\times0.5\times0.0275\times1.5693=-0.04316,
\]

that is, \(\delta_{\rm B}=-0.0431\) rad, or \(-2.47^\circ\). The phase is negative because the energy lies below the zero at \(D/q=0.4\) hartree.

Setting \(q=0\) with \(D\) and \(\beta\) unchanged would give \(\tan\delta_{\rm B}=-0.0628\). The overlap term reduces the strength from 0.04 to 0.0275 hartree, and the Born tangent falls in the same proportion, by 31% of its value at \(q=0\).

**The error.** Equation (5) gives \(J=1.586\) hartree\(^{-1}\), hence \(\lambda J=0.0275\times1.586=0.0436\). The Born tangent should be 4.4% too large in magnitude, relative to the full value. The full value predicted by (3) is \(-0.04316/1.0436=-0.0414\). Direct numerical integration of the radial equation, which uses neither (4) nor (5), also gives \(-0.0414\).

**Other wave numbers.** The last column comes from the same numerical integration.

| \(k\) (bohr\(^{-1}\)) | \(\lambda\) (hartree) | \(\tan\delta_{\rm B}\) | \(\tan\delta\) |
|---|---|---|---|
| 0.25 | 0.0369 | −0.0347 | −0.0320 |
| 0.50 | 0.0275 | −0.0432 | −0.0414 |
| 0.75 | 0.0119 | −0.0210 | −0.0208 |
| 1.20 | −0.0320 | 0.0449 | 0.0447 |
| 2.00 | −0.1600 | 0.0800 | 0.0741 |

The sign changes between the third and fourth rows, in agreement with the zero at \(k=\sqrt{2D/q}=0.894\) bohr\(^{-1}\).

The Born magnitude is the larger one in all five rows, although \(\lambda\) changes sign. By (3), \(\lambda J\) is positive in each row, so \(J\) must have changed sign as well. At \(k=a=2\) bohr\(^{-1}\) this is easily seen: \(s=2a^2\), the last term of (5) vanishes, and \(J=-2/a^2=-0.5\) hartree\(^{-1}\). Then \(\lambda J=(-0.16)(-0.5)=0.08\), which is the 8% difference in the last row. The signs of \(\lambda\) and \(J\) need not change at the same \(k\), so the table does not show that the Born magnitude is too large at every energy.

**The scattering length.** The Born value is \(32\times0.04/8=0.160\) bohr. The correction factor is \(1+10\times0.04/4=1.10\), and the full value is 0.145 bohr. Integration at \(k=0.01\) bohr\(^{-1}\) gives 0.145 bohr for \(-\tan\delta/k\). The Born result is thus 10% too large at threshold.

**Tests beyond the s wave.** Equation (2) was also tested for \(l=0,1,2\), with normalized projectors proportional to \(r^le^{-ar}\), by diagonalizing the generalized problem in a large sphere. The test started from one tenth of the values of \(D\) and \(q\) used above. When both were then halved, the relative error of the Born tangent halved too, as expected of a first-order formula. For \(l=1\) it fell from 0.36% to 0.18%. A further s-wave test chose \(q\) so that \(D/q\) coincided with a free level of the sphere. That level stayed in place, the levels below it rose, and the five levels next above it sank. The program checks these shifts without printing them; the relative errors of the Born tangent for all three \(l\) are in the numerical output.

## Numbers as computed

```
decay constant a = 2.0 bohr^-1
D = 0.040 hartree
q = 0.100 (dimensionless)
N = 5.65685 bohr^-3/2
k = 0.50 bohr^-1
eps = 0.1250 hartree
D - eps q = 0.02750 hartree
B_0(k) = 1.25273 bohr^3/2
B_0(k)^2 = 1.56933 bohr^3
Born tan(delta) = -0.043157 (dimensionless)
Born delta = -0.043130 rad
Born delta = -2.4712 degrees
integrated tan(delta) = -0.041353 (dimensionless)
integrated delta = -0.041329 rad
J(k) = 1.58609 hartree^-1
(D - eps q) J = 0.04362 (dimensionless)
Born/integrated - 1 = 4.362 percent
Born tan(delta) with q = 0: -0.062773
zero of phase shift: eps = D/q = 0.4000 hartree
zero of phase shift: k = 0.89443 bohr^-1
Born scattering length = 0.16000 bohr
full scattering length = 0.14545 bohr
slow-wave -tan(delta)/k at k=0.01: 0.14543 bohr
k (bohr^-1), D-eps q (hartree), Born tan, integrated tan
0.25  +0.036875  -0.034658  -0.032014
0.50  +0.027500  -0.043157  -0.041353
0.75  +0.011875  -0.021047  -0.020843
1.20  -0.032000  +0.044899  +0.044670
2.00  -0.160000  +0.080000  +0.074074
box radius = 25.0 bohr, 200 basis waves
box test, Born/box - 1 at D,q times 0.1 and times 0.05
l = 0: 4.316e-03  2.159e-03 (dimensionless)
l = 1: 3.560e-03  1.780e-03 (dimensionless)
l = 2: 2.626e-03  1.313e-03 (dimensionless)
```
